# Moire Period of an Unrotated FeO(111) Bilayer on Pt(111)

## Problem

An FeO(111) bilayer consists of one hexagonal plane of Fe and one hexagonal plane of O, both with the in-plane lattice constant $a_f = 3.10$ angstrom. It lies on Pt(111), whose surface atoms form a hexagonal lattice with constant $a_s = 2.77$ angstrom. The close-packed rows of film and metal are parallel. The lateral position of the film atoms relative to the Pt atoms varies slowly across the surface and produces a long-wave pattern, the moire.

(a) Find the shape, orientation and period of the moire.

(b) Do the atoms themselves repeat after one period?

(c) How many digits of the period do the given constants support?

(d) How far is the period moved by a film rotation of 0.5 degree, by locking of the film to a short coincidence with the metal, and by heating?

Both layers are taken as rigid and uniform. The period means the length $L$ of the shortest translation that restores the pattern. The constant $a_f$ is an input here; predicting it would require the energetics of the film.

## Solution

### Counting along one row

Put one film atom directly above a Pt atom and number the atoms of both rows from there. Film atom $n$ sits at $na_f$ and Pt atom $n$ at $na_s$. The film atom is therefore ahead of its partner by

$$
na_f-na_s=n(a_f-a_s).
$$

At first this lead takes the film atom away from its on-top position. When the lead has grown to one full Pt spacing, the film atom is again above a Pt atom, namely number $n+1$. Calling the required number of film spacings $N$, we have

$$
N(a_f-a_s)=a_s
\quad\Longrightarrow\quad
N=\frac{a_s}{a_f-a_s}.
$$

The distance covered is $N$ film spacings:

$$
L=Na_f=\frac{a_fa_s}{a_f-a_s}. \tag{1}
$$

It is also $N+1$ Pt spacings, since $Na_f=Na_s+a_s$ by the condition just used. Nothing forces $N$ to be an integer. If it is not, no film atom sits at the distance $L$, and the meaning of "the registry returns" needs more care. The two-dimensional argument supplies it.

### The pattern in two dimensions

Let $\mathbf s_1,\mathbf s_2$ be primitive vectors of the Pt surface lattice, each of length $a_s$ and at 60 degrees to each other. Because the film is parallel to the metal, its primitive vectors are the same vectors stretched, $\mathbf f_i=(a_f/a_s)\mathbf s_i$. A film site and the Pt site with the same integers are

$$
\mathbf R=n_1\mathbf f_1+n_2\mathbf f_2,
\qquad
n_1\mathbf s_1+n_2\mathbf s_2=\frac{a_s}{a_f}\mathbf R .
$$

The offset between them is

$$
\mathbf u(\mathbf R)=\mathbf R-\frac{a_s}{a_f}\mathbf R
=\left(1-\frac{a_s}{a_f}\right)\mathbf R. \tag{2}
$$

What a film atom sees of the metal depends on $\mathbf u$, but adding a Pt lattice vector to $\mathbf u$ makes no difference, because such a shift carries the Pt lattice into itself. The registry is thus a periodic function of $\mathbf u$.

Equation (2) is defined at film sites, yet its right-hand side makes sense for any $\mathbf R$. It describes a smooth field of offsets, which the film atoms sample at their own positions. The moire is the periodicity of this field. A translation $\mathbf M$ restores the registry everywhere if it changes $\mathbf u$ by a Pt lattice vector $\mathbf s$:

$$
\mathbf u(\mathbf R+\mathbf M)-\mathbf u(\mathbf R)
=\left(1-\frac{a_s}{a_f}\right)\mathbf M=\mathbf s .
$$

Dividing by the bracket, which equals $(a_f-a_s)/a_f$, gives

$$
\mathbf M=\frac{a_f}{a_f-a_s}\,\mathbf s. \tag{3}
$$

The moire lattice is therefore the Pt lattice enlarged by the factor $a_f/(a_f-a_s)$. It is hexagonal and parallel to both layers. Its shortest translations come from the shortest vectors $\mathbf s$, of length $a_s$, and have the length (1).

The enlargement acts on everything inside the cell as well. An offset $\mathbf u=0$ is an on-top position, while $\mathbf u=(\mathbf s_1+\mathbf s_2)/3$ and $2(\mathbf s_1+\mathbf s_2)/3$ are the two kinds of threefold hollow. By (2), these offsets occur at the corresponding fractions of the moire cell. One cell thus contains one on-top region and two hollow regions. Any property set by the local registry, such as the height of the Fe atoms or the local dipole of the polar bilayer, inherits the same translations.

### Why two planes give one period

The O plane has the same lattice as the Fe plane, displaced sideways by a constant vector $\mathbf t$. Its offset from the Pt partners is $\mathbf u(\mathbf R)+\mathbf t$, where $\mathbf R$ is still the Fe site. The constant cancels when offsets at two places are subtracted, so condition (3) is unchanged. The O pattern is displaced relative to the Fe pattern, but has the same period.

The same reasoning covers a film that is not quite rigid. Suppose its atoms relax sideways by $\mathbf w(\mathbf R)$, and that this relaxation repeats with the moire, $\mathbf w(\mathbf R+\mathbf M)=\mathbf w(\mathbf R)$. The offset becomes $\mathbf u+\mathbf w$, and over one translation $\mathbf M$ it still changes by $\mathbf s$. Such a relaxation alters the relative sizes of the regions in the cell but leaves $L$ fixed by the mean lattice constant of the film.

### Numbers for part (a)

The difference of the constants is $3.10-2.77=0.33$ angstrom, and their product is 8.587 angstrom². Hence

$$
L=\frac{8.587}{0.33}\ \text{angstrom}=26.02\ \text{angstrom},
$$

or about 26 angstrom (2.6 nm). The number of film spacings in one period is $N=2.77/0.33=8.394$, and the number of Pt spacings is 9.394.

Two other lengths lie close enough to be confused with this one. The first is the distance between neighbouring rows of the moire. In a hexagonal lattice the rows are separated by the height of an equilateral triangle of side $L$, so their spacing is $L\sqrt3/2=22.54$ angstrom. An image that is read by the distance between stripes gives this smaller value.

The second arises from the mismatch $f=(a_f-a_s)/a_s$, here 11.91 percent. Inserting $a_f=a_s(1+f)$ and $a_f-a_s=fa_s$ in (1) gives

$$
L=\frac{a_s(1+f)\,a_s}{f a_s}=\frac{a_s(1+f)}{f}
=\frac{a_s}{f}+a_s .
$$

The shortcut $a_s/f$ gives 23.25 angstrom. It is short by one Pt spacing, because it multiplies $N$ by the spacing of the metal instead of that of the film. For a mismatch of one percent the loss would hardly matter; here it is a tenth of the answer.

### A check from atom positions

The period can also be read from the atoms without equation (1). For a patch of 25507 film atoms, the lateral distance from each atom to its nearest Pt atom was computed, and the strongest long-wave Fourier component of this map was located. A hexagonal pattern of period $L$ has rows a distance $L\sqrt3/2$ apart, so its basic wavevector has the length

$$
q=\frac{2\pi}{L\sqrt3/2}=\frac{4\pi}{\sqrt3\,L},
\qquad\text{hence}\qquad
L=\frac{4\pi}{\sqrt3\,q}.
$$

The Fe plane gives 26.021 angstrom, and so does the displaced O plane. A third patch was relaxed by three sine waves with the period of the pattern, each of amplitude 0.05 angstrom; it again gives 26.021 angstrom. These results test the geometry. They do not test the input constants.

### Part (b): what repeats and what does not

Since $N=8.394$ is not an integer, a film atom at the origin has no counterpart one period away. The nearest candidate along the row is atom 8, at $8\times3.10=24.80$ angstrom. The ninth Pt atom is at $9\times2.77=24.93$ angstrom. The two miss each other by 0.13 angstrom, which is small compared with either spacing. The environment therefore nearly repeats there, although the smooth registry field has its period at 26.02 angstrom.

A true repeat requires integers $n$ and $m$ with $3.10\,n=2.77\,m$. If the two decimals are taken literally, this means $310\,n=277\,m$. The number 277 is prime and does not divide 310, so it must divide $n$. The smallest solution is $n=277$, $m=310$, at a distance of 858.7 angstrom. Over that distance the film atoms have gained $310-277=33$ Pt spacings on their partners. Each gain of one spacing is one moire period, so the atomic repeat contains 33 periods.

This long repeat has little physical content. A change in the third decimal of either constant would alter it completely, whereas $L$ would change smoothly. The moire period is the robust quantity, and the answer to (b) is that the registry pattern repeats after $L$ while the atomic positions do not.

### Part (c): digits and sensitivity

The period contains a small difference in its denominator, so errors in the inputs are magnified. Write $\Delta=a_f-a_s$. Then $\partial\Delta/\partial a_f=1$ and $\partial\Delta/\partial a_s=-1$, and the quotient rule gives

$$
\frac{\partial L}{\partial a_f}
=\frac{a_s\Delta-a_fa_s}{\Delta^2}
=\frac{a_s(\Delta-a_f)}{\Delta^2}
=-\frac{a_s^2}{\Delta^2},
$$

$$
\frac{\partial L}{\partial a_s}
=\frac{a_f\Delta+a_fa_s}{\Delta^2}
=\frac{a_f(\Delta+a_s)}{\Delta^2}
=\frac{a_f^2}{\Delta^2}.
$$

The values are $-70.5$ and $88.2$ angstrom per angstrom. The signs have a plain meaning: a wider film increases the mismatch and shortens the moire, while a wider metal lattice reduces the mismatch and lengthens it.

A constant quoted to two decimals may be off by 0.005 angstrom. In the worst combination the errors add:

$$
|\delta L|\approx(70.5+88.2)\times0.005\ \text{angstrom}
\approx0.8\ \text{angstrom}.
$$

Evaluating (1) at the extreme values of both constants gives the range 25.25 to 26.84 angstrom. The inputs thus support "about 26 angstrom", and the decimals in 26.02 serve for comparing cases rather than for predicting a measurement.

In relative terms, multiplying the derivatives by $a_f/L=\Delta/a_s$ and $a_s/L=\Delta/a_f$ gives

$$
\frac{\delta L}{L}
=-\frac{a_s}{\Delta}\frac{\delta a_f}{a_f}
+\frac{a_f}{\Delta}\frac{\delta a_s}{a_s}
=-N\frac{\delta a_f}{a_f}+(N+1)\frac{\delta a_s}{a_s}. \tag{4}
$$

The magnification factors are the numbers of spacings in one period. If both constants change by the same fraction, the large terms cancel and $L$ changes by that fraction alone, as a uniform enlargement requires.

The magnification can be put to use in reverse. Dividing numerator and denominator of (1) by $a_fa_s$ gives

$$
\frac1L=\frac1{a_s}-\frac1{a_f}.
$$

If $a_s$ is well known and the film is unrotated, a measured $L$ determines $a_f$ with a relative error about eight times smaller than that of $L$.

This form also shows the limits. As $a_f\to a_s$ the right-hand side vanishes and $L$ grows without bound: a matched film has the same registry everywhere. In the other direction, let $a_f=2a_s$. Then $L=2a_s=a_f$, so neighbouring film atoms all have the same registry and no slow pattern is seen. Slightly off this ratio a slow pattern does appear, but (1) does not give it: for $a_f=2.1a_s$ equation (1) yields $0.91a_f$, while the registry of the atoms along a row repeats after 10 film spacings. Equation (1) describes the pattern shown by the atoms when $L$ is several times $a_f$, so that they sample the registry field finely. Here $L/a_f=N\approx8.4$.

### Part (d): rotation

Let the film be turned by a small angle $\theta$, counted positive anticlockwise. It is convenient to write plane vectors as complex numbers, for which a rotation is multiplication by $e^{i\theta}$. A film site is now $R=(a_f/a_s)e^{i\theta}S$, where $S$ is its Pt partner. Solving for $S$ and subtracting gives the offset

$$
u=R-S=\left(1-\frac{a_s}{a_f}e^{-i\theta}\right)R .
$$

As before, a moire translation $M$ changes $u$ by a Pt lattice vector $s$:

$$
M=\frac{a_f\,s}{a_f-a_se^{-i\theta}}
=\frac{a_f\,s}{(a_f-a_s\cos\theta)+i\,a_s\sin\theta}.
$$

The squared modulus of the denominator is $a_f^2-2a_fa_s\cos\theta+a_s^2$, because $\cos^2\theta+\sin^2\theta=1$. With $|s|=a_s$ the period is

$$
L(\theta)=\frac{a_fa_s}{\sqrt{a_f^2+a_s^2-2a_fa_s\cos\theta}}. \tag{5}
$$

The phase of the denominator is subtracted from that of $s$, so the moire is turned relative to the Pt rows by an angle $\phi$ with

$$
\tan\phi=-\frac{a_s\sin\theta}{a_f-a_s\cos\theta}. \tag{6}
$$

For $\theta=0.50$ degree these equations give $L=25.94$ angstrom and $\phi=-4.19$ degrees. The atom-by-atom map of a rotated patch gives the same two values to the digits shown.

The period has changed by 0.08 angstrom, but the pattern has turned more than eight times as far as the film, and in the opposite sense. Small-angle expansions explain the contrast. In (6), $\sin\theta\approx\theta$ and $\cos\theta\approx1$ give

$$
\phi\approx-\frac{a_s}{\Delta}\theta=-N\theta ,
$$

which is linear in $\theta$. In (5), $\cos\theta\approx1-\theta^2/2$ turns the expression under the root into $\Delta^2+a_fa_s\theta^2$, so the period changes first at order $\theta^2$. Both expansions need $\theta$, in radians, to be small compared with $\Delta/\sqrt{a_fa_s}$. The direction of the moire is thus a sensitive indicator of a slight rotation. Its period responds much less at half a degree, but the shift grows as $\theta^2$: equation (5) gives $-0.31$ angstrom at 1.0 degree and $-0.51$ angstrom at 1.3 degrees.

### Part (d): locking and heating

The near miss of 8 film spacings and 9 Pt spacings suggests a film that stretches slightly to make them coincide. The period is then $9a_s=24.93$ angstrom, and the required strain is

$$
\frac{24.93}{24.80}-1=0.52\ \text{percent}.
$$

Half a percent of strain shortens the moire by about 4 percent, as the factor $N$ in (4) leads one to expect. This coincidence keeps the rows parallel. If a slight rotation is allowed, cells of similar size need less strain. Matching $8\mathbf f_1+\mathbf f_2$ (length $\sqrt{73}\,a_f$) to $9\mathbf s_1+\mathbf s_2$ (length $\sqrt{91}\,a_s$) takes a strain of $-0.24$ percent and a rotation of 0.61 degree, and gives $L=26.42$ angstrom. Matching $7\mathbf f_1+2\mathbf f_2$ (length $\sqrt{67}\,a_f$) to $8\mathbf s_1+2\mathbf s_2$ (length $\sqrt{84}\,a_s$) takes $+0.05$ percent and 1.32 degrees, and gives $L=25.39$ angstrom. Locking can thus lengthen the moire as well as shorten it. Geometry cannot decide whether the film locks. That depends on whether the energy gained from better registry exceeds the elastic cost.

For heating, take a rough expansion coefficient of $9\times10^{-6}$ per K for Pt and a rough rise of 700 K, from room temperature to growth conditions. If film and metal expand by the same fraction, $L$ becomes 26.19 angstrom. If the Pt expands while $a_f$ stays at 3.10 angstrom, the mismatch shrinks and $L$ becomes 27.65 angstrom. These are two illustrative cases, not bounds: a film that expands more than the metal would have a period below 26.19 angstrom.

### Table of cases

Each row changes the stated feature and keeps the other inputs at their original values.

| Case | $L$ (angstrom) |
|---|---:|
| Given constants, no rotation | 26.02 |
| Inputs varied within rounding | 25.25 to 26.84 |
| Film rotated by 0.50 degree | 25.94 |
| Film locked 8:9 | 24.93 |
| Film locked $\sqrt{73}:\sqrt{91}$, rotated 0.61 degree | 26.42 |
| Film locked $\sqrt{67}:\sqrt{84}$, rotated 1.32 degrees | 25.39 |
| 700 K hotter, equal expansion | 26.19 |
| 700 K hotter, only Pt expands | 27.65 |

### Comparison with the real film

FeO(111) bilayers on Pt(111) are a well-studied system, and scanning tunnelling microscopy shows a moire with a period of roughly 2.5 to 2.6 nm. The estimate has the right size, and both input constants are typical of this system. Real films can be slightly rotated, which breaks the assumption of parallel rows; for half a degree the table shows that this hardly affects the period. A rotation of 1.3 degrees, as in the $\sqrt{84}$ cell, shortens it by about 0.5 angstrom. The assumption of a fixed film constant matters as well. A change of $a_f$ by 0.01 angstrom, with $a_s$ held fixed, moves $L$ by about 0.7 angstrom, so a difference of that size between the estimate and an image need not signal a failure of the moire geometry.

## Numbers as computed

```
Pt(111) in-plane constant a_s = 2.77 angstrom
FeO(111) in-plane constant a_f = 3.10 angstrom
difference a_f - a_s = 0.33 angstrom
product a_f*a_s = 8.587 angstrom^2
mismatch f = 11.91 percent
film spacings per period N = 8.394
Pt spacings per period N+1 = 9.394
moire period L = 26.02 angstrom = 2.60 nm
moire row spacing = 22.54 angstrom
faulty shortcut a_s/f = 23.25 angstrom
film atoms in the test patch = 25507
L from Fe atom positions = 26.021 angstrom
L from O atom positions = 26.021 angstrom
relaxation amplitude per wave = 0.05 angstrom
L from relaxed Fe positions = 26.021 angstrom
8 film spacings = 24.80 angstrom
9 Pt spacings = 24.93 angstrom
exact repeat: 277 film = 310 Pt spacings
exact repeat length = 858.7 angstrom
moire periods in exact repeat = 33
dL/da_f = -70.5 (angstrom per angstrom)
dL/da_s = 88.2 (angstrom per angstrom)
rounding of each input = +/- 0.005 angstrom
L range from rounding = 25.25 to 26.84 angstrom
film rotation theta = 0.50 degree
L of rotated film, formula = 25.94 angstrom
L of rotated film, atoms = 25.94 angstrom
moire rotation phi, formula = -4.19 degree
moire rotation phi, atoms = -4.19 degree
film strain for 8:9 locking = 0.52 percent
L if locked 8:9 = 24.93 angstrom
rough Pt expansion coefficient = 9e-06 per K
rough temperature rise = 700 K
L hot, both layers expand = 26.19 angstrom
L hot, only Pt expands = 27.65 angstrom
```
